# Adiabatic and Isothermal Bulk Modulus: Their Ratio from Thermodynamic Identities

## 1. What dimensions fix

A body can be compressed at constant temperature, or so that no heat enters or leaves. The two stiffnesses differ because compression without heat exchange generally changes the temperature, and that changes the pressure.

Let $F(V,T)$ be the Helmholtz free energy, with $dF=-S\,dT-P\,dV$. Then $P=-F_V$ and $S=-F_T$, where subscripts on $F$ denote partial derivatives. For small changes,

$$dP=-F_{VV}\,dV-F_{VT}\,dT,\qquad dS=-F_{VT}\,dV-F_{TT}\,dT .$$

The slope $dP/dV$ at fixed $T$ or at fixed $S$ follows from these two lines, so the ratio of the two slopes can depend only on $F_{VV}$, $F_{VT}$ and $F_{TT}$. Their units are energy/volume², energy/(volume·temperature) and energy/temperature². The ratio has no unit and cannot change when the units of energy, volume and temperature are rescaled independently.

Take a product $F_{VV}^{\,a}F_{VT}^{\,b}F_{TT}^{\,c}$. It has no unit if

$$a+b+c=0,\qquad 2a+b=0,\qquad b+2c=0 .$$

The last two equations give $a=c=-b/2$, and the first is then satisfied. Apart from powers of it, there is one dimensionless combination:

$$g=\frac{F_{VT}^2}{F_{VV}F_{TT}} .$$

Dimensions leave one more possibility open, a dependence on the sign of $F_{VT}$. That sign drops out: if $F_{VT}$ and $dT$ are both reversed, $dP$ is unchanged and $dS$ only changes sign, so the condition $dS=0$ still holds. The ratio of the moduli is therefore a function of $g$ alone. It equals 1 at $g=0$: if $F_{VT}=0$, the condition $dS=0$ gives $dT=0$, and the two compressions coincide. Dimensions do not give the function itself. The derivation below shows that it is $1-g$, and that $-g$ is the product of thermal expansion, Grüneisen parameter and temperature.

## 2. Definitions and conditions

The body is a single phase of fixed composition, in equilibrium under hydrostatic pressure $P$ at absolute temperature $T$. "Adiabatic" means reversible and without heat exchange, so that $S$ is constant. The extensive quantities $V$, $S$, $U$ and $C_V$ refer to the same amount of matter. Define

$$K_T=-V\left(\frac{\partial P}{\partial V}\right)_T,\qquad K_S=-V\left(\frac{\partial P}{\partial V}\right)_S,$$

$$\alpha=\frac1V\left(\frac{\partial V}{\partial T}\right)_P,\qquad C_V=T\left(\frac{\partial S}{\partial T}\right)_V,\qquad \gamma=V\left(\frac{\partial P}{\partial U}\right)_V .$$

Here $\alpha$ is the volumetric coefficient. In a cubic or isotropic solid $V\propto L^3$, so $dV/V=3\,dL/L$ and $\alpha$ is three times the linear coefficient. The quantity $\gamma$ is the thermodynamic Grüneisen parameter: it says how much pressure is gained per unit of energy density added at fixed volume. We assume $K_T>0$ and $C_V>0$, which are necessary for stability against changes of volume and temperature. A stable solid must also resist shear, but that condition is not used here.

The statement to be shown is

$$\boxed{\frac{K_S}{K_T}=1+\alpha\gamma T}$$

## 3. Heating at fixed volume

At fixed volume no work is done, so $dU=T\,dS=C_V\,dT$. Hence

$$\gamma=V\,\frac{(\partial P/\partial T)_V}{(\partial U/\partial T)_V}=\frac{V}{C_V}\left(\frac{\partial P}{\partial T}\right)_V .$$

To find the remaining derivative, regard $V$ as a function of $T$ and $P$. The definitions of $\alpha$ and $K_T$ give

$$dV=\alpha V\,dT-\frac{V}{K_T}\,dP .$$

The minus sign is there because volume falls when pressure rises. Setting $dV=0$ gives

$$\left(\frac{\partial P}{\partial T}\right)_V=\alpha K_T,\qquad\text{and so}\qquad \gamma=\frac{\alpha K_T V}{C_V}. \tag{1}$$

Since $K_T$, $V$ and $C_V$ are positive, $\gamma$ has the sign of $\alpha$. A body that would expand on heating builds up pressure if its volume is held.

## 4. Temperature along an adiabat

The mixed second derivatives of $F$ are equal, so

$$\left(\frac{\partial S}{\partial V}\right)_T=-F_{TV}=-F_{VT}=\left(\frac{\partial P}{\partial T}\right)_V=\alpha K_T . \tag{2}$$

The entropy change for arbitrary small $dT$ and $dV$ is then

$$dS=\frac{C_V}{T}\,dT+\alpha K_T\,dV .$$

On an adiabat $dS=0$. Solving for $dT/dV$ and using (1) in the form $\alpha K_T/C_V=\gamma/V$,

$$\left(\frac{\partial T}{\partial V}\right)_S=-\frac{\alpha K_T T}{C_V}=-\frac{\gamma T}{V}. \tag{3}$$

Compression has $dV<0$. It therefore warms the body if $\gamma>0$ and cools it if $\gamma<0$.

## 5. The ratio of the moduli

Along the adiabat the pressure changes for two reasons: the volume changes, and the temperature changes with it. The chain rule gives

$$\left(\frac{\partial P}{\partial V}\right)_S=\left(\frac{\partial P}{\partial V}\right)_T+\left(\frac{\partial P}{\partial T}\right)_V\left(\frac{\partial T}{\partial V}\right)_S .$$

Insert the definition of $K_T$, then (1) and (3):

$$\left(\frac{\partial P}{\partial V}\right)_S=-\frac{K_T}{V}+\alpha K_T\left(-\frac{\gamma T}{V}\right)=-\frac{K_T}{V}\,(1+\alpha\gamma T).$$

Multiplication by $-V$ gives $K_S=K_T(1+\alpha\gamma T)$, which is the boxed statement. No model of the solid has been used, and $\alpha\gamma T$ need not be small.

To connect this with the dimensional argument, note that $F_{VV}=K_T/V$, $F_{VT}=-\alpha K_T$ and $F_{TT}=-C_V/T$. Thus

$$g=\frac{\alpha^2K_T^2}{(K_T/V)(-C_V/T)}=-\frac{\alpha^2K_TVT}{C_V}=-\alpha\gamma T ,$$

and the undetermined function is $1-g$.

## 6. Sign and limiting cases

Eliminating $\gamma$ with (1) gives

$$\frac{K_S}{K_T}-1=\frac{\alpha^2K_TVT}{C_V}\ge 0 .$$

The expansion coefficient enters squared. If $\alpha$ is negative, compression cools the body, but cooling at fixed volume then raises the pressure. Both signs reverse together, and the adiabatic modulus is still the larger. The moduli are equal where $\alpha=0$.

**Low temperature.** Suppose $C_V\propto T^3$, as for the long-wavelength vibrations of an insulating crystal, while $\gamma$ tends to a finite nonzero value. Then (1) gives $\alpha=\gamma C_V/(K_TV)\propto T^3$, and the excess $\alpha\gamma T$ vanishes as $T^4$. In a normal metal the conduction electrons give $C_V\propto T$ at the lowest temperatures, and the same argument gives $T^2$.

**High temperature.** When the vibrations of a solid are classical, and harmonic at each volume with frequencies that depend on the volume, their heat capacity is constant. In a metal the conduction electrons add a term to $C_V$ that grows with $T$; it is left out here. To the extent that $\gamma$, $K_T$ and $V$ vary little, $\alpha$ is also nearly constant and the excess grows in proportion to $T$.

**Ideal gas.** The result is not restricted to solids. For $PV=Nk_BT$ with constant $C_V$ we have $\alpha=1/T$ and $(\partial P/\partial T)_V=Nk_B/V$, so $\gamma=Nk_B/C_V$. Therefore

$$\frac{K_S}{K_T}=1+\frac{Nk_B}{C_V}.$$

For a monatomic gas $C_V=\tfrac32Nk_B$, and the ratio is $5/3$. This agrees with the adiabatic law $PV^{5/3}=\text{const}$, which gives $K_S=\tfrac53P$, while $K_T=P$. Here the correction is 67 percent of $K_T$.

## 7. Heat capacities and acoustic data

The same factor relates the heat capacities. Along an isobar the entropy changes with temperature both directly and through the volume:

$$C_P=T\left(\frac{\partial S}{\partial T}\right)_V+T\left(\frac{\partial S}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P=C_V+T(\alpha K_T)(\alpha V).$$

By (1), $\alpha K_TV=\gamma C_V$, so

$$C_P=C_V(1+\alpha\gamma T),\qquad \frac{C_P}{C_V}=\frac{K_S}{K_T}. \tag{4}$$

It follows that $K_S/C_P=K_T/C_V$, and (1) can also be written $\gamma=\alpha K_SV/C_P$. This form is convenient when $K_S$ is known from sound speeds and $C_P$ from calorimetry at constant pressure. The isothermal modulus is then $K_S/(1+\alpha\gamma T)$.

The temperature change per unit pressure on an adiabat is the quotient of two slopes:

$$\left(\frac{\partial T}{\partial P}\right)_S=\frac{(\partial T/\partial V)_S}{(\partial P/\partial V)_S}=\frac{-\gamma T/V}{-K_S/V}=\frac{\gamma T}{K_S}. \tag{5}$$

## 8. How lattice vibrations determine $\gamma$

This part uses a model; the identity itself does not need it. Let the free energy be a cold energy $E_0(V)$ plus independent harmonic modes with frequencies $\omega_i\propto V^{-\gamma_i}$, where the $\gamma_i$ are constants. Each mode contributes

$$f_i=\frac{\hbar\omega_i}{2}+k_BT\ln\!\left(1-e^{-\hbar\omega_i/k_BT}\right).$$

Differentiating with respect to frequency at fixed $T$,

$$\frac{\partial f_i}{\partial\omega_i}=\frac{\hbar}{2}+\frac{\hbar}{e^{\hbar\omega_i/k_BT}-1}=\frac{u_i}{\omega_i},$$

where $u_i$ is the mean energy of the mode. Since $d\omega_i/dV=-\gamma_i\omega_i/V$, the vibrational pressure is

$$P_{\rm vib}=-\sum_i\frac{u_i}{\omega_i}\frac{d\omega_i}{dV}=\frac1V\sum_i\gamma_iu_i .$$

The cold energy gives a pressure independent of $T$. With $c_i=(\partial u_i/\partial T)_V$ and $C_V=\sum_ic_i$, the first formula of part 3 gives

$$\gamma=\frac{\sum_i\gamma_ic_i}{\sum_ic_i}. \tag{6}$$

The average is weighted by heat capacity. With $y=\hbar\omega_i/2k_BT$, one has $c_i=k_B\,(y/\sinh y)^2$, which falls as $y$ grows. At low temperature the modes of low frequency dominate; at high temperature every $c_i$ tends to $k_B$ and $\gamma$ tends to the plain mean of the $\gamma_i$.

## 9. A worked example

Consider a model solid with three modes per atom: one of quantum 15 meV with $\gamma_i=-1$, and two of quantum 50 meV with $\gamma_i=+2$. These quanta hold at the reference volume $V_0=20$ Å³ per atom. The cold energy is $E_0=\tfrac12K_0V_0[\ln(V/V_0)]^2$ with $K_0=100$ GPa. These are chosen round parameters, not data for a real material.

At 300 K and zero pressure the calculation gives $\alpha=13.772\times10^{-6}\ \mathrm{K^{-1}}$, $\gamma=0.8168$ and $K_T=100.048$ GPa. Therefore

$$\alpha T=13.772\times10^{-6}\times300=4.132\times10^{-3},$$

$$\alpha\gamma T=4.132\times10^{-3}\times0.8168=3.375\times10^{-3},$$

$$K_S=100.048\times1.003375=100.386\ \text{GPa}.$$

The value of $K_S$ found directly is also 100.386 GPa. In that direct calculation the volume was changed slightly, the temperature that keeps the entropy fixed was found, and the pressure was differentiated along this path. The identity was not used. The heat capacities give the same factor: $2.47275/2.46444=1.00337$. From (5), adiabatic compression warms the solid by $0.8168\times300/100.386=2.44$ K per GPa, as an initial slope.

The same comparison in other states gives:

| $T$ (K) | $P$ (GPa) | $\alpha$ ($10^{-6}$/K) | $\gamma$ | $K_S/K_T-1$ |
|---:|---:|---:|---:|---:|
| 60 | 0 | −3.31 | −0.925 | 0.000184 |
| 300 | 0 | 13.77 | 0.817 | 0.00337 |
| 600 | 0 | 18.72 | 0.955 | 0.01073 |
| 300 | 5 | 11.99 | 0.772 | 0.00278 |

If the soft mode carries a fraction $w$ of the heat capacity, (6) gives $\gamma=-w+2(1-w)=2-3w$, which is negative for $w>2/3$. At 60 K this fraction is 0.975, so $\gamma$ is negative. The product of two negative factors is positive, and $K_S$ exceeds $K_T$ by 0.0185 GPa. Compression now cools the solid, by 0.55 K per GPa. At 123.3 K the expansion coefficient passes through zero, and both moduli are 100.779 GPa.

From 300 K to 600 K at zero pressure the excess grows by a factor of 3.18, not 2. The temperature supplies a factor 2, $\alpha$ a factor 1.36 and $\gamma$ a factor 1.17. The stiff modes are still being thermally excited in this range, so the high-temperature proportionality of part 6 has not yet been reached.

At 5 GPa the excess is smaller than at zero pressure. Compression raises the stiff frequencies and lowers the soft one, which moves weight in (6) towards the negative $\gamma_i$ and reduces $\gamma$. The expansion coefficient falls as well, to 0.87 of its value at zero pressure. By (1), $\alpha=\gamma C_V/(K_TV)$: the changes in $\gamma$, $C_V$ and $K_T$ contribute factors of 0.945, 0.966 and 0.909, and the smaller volume offsets part of this with a factor of 1.049.

The parameter $K_0$ is not the bulk modulus of the vibrating solid. The vibrations add a pressure of their own, which is why the volume at zero pressure exceeds $V_0$, and they also add to the second derivative of $F$. The expansion in turn softens the cold part, whose modulus is $K_0(V_0/V)[1-\ln(V/V_0)]$. At 300 K and zero pressure the cold part gives 98.31 GPa and the vibrations 1.74 GPa, so the closeness of $K_T$ to $K_0$ there is a near cancellation.

Two substitutions show why the definitions matter. Using the plain mean of the mode parameters, which is 1, in place of $\gamma$ gives an excess of $4.13\times10^{-3}$ at 300 K, too large by 22 percent of the correct excess. Using the linear expansion coefficient in place of $\alpha$ gives $1.12\times10^{-3}$, one third of the correct excess.

The tests compared the two sides of the identity, and relations (1) to (6), in all four states. The numerical output lists the main quantities and both sides of the identity.

## 10. Which modulus applies

Whether a compression is adiabatic depends on how much heat flows while it lasts, either to the surroundings or between regions compressed by different amounts. Consider the second kind of flow. Let the temperature disturbance vary in space as $\cos qx$. With thermal diffusivity $D$, the heat equation $\partial\theta/\partial t=D\,\partial^2\theta/\partial x^2$ makes it decay as $e^{-Dq^2t}$. For loading at angular frequency $\omega$, the response is nearly adiabatic if $\omega\gg Dq^2$ and nearly isothermal if $\omega\ll Dq^2$.

For a compression that varies in space with a fixed wavelength, fast loading calls for $K_S$ and slow loading for $K_T$. In a uniform body compressed uniformly there is no heat flow between regions. If it is also thermally insulated, $K_S$ applies however slow the loading. A travelling elastic wave behaves differently, because its frequency and wavenumber are tied by $\omega=cq$, where $c$ is the wave speed. The adiabatic condition becomes $q\ll c/D$, so it is the long waves, of low frequency, that are adiabatic. The opposite limit must be read with care. In an insulating crystal $D$ is of order $c\ell/3$, with $\ell$ the phonon mean free path, so $q\sim c/D$ means $q\ell\sim3$, where the heat equation no longer holds. Also, a longitudinal wave in a solid is not a hydrostatic compression. In an isotropic solid with shear modulus $G$ its speed is set by $K+\tfrac43G$, and $K_S$ follows only after the shear part is subtracted.

The conditions of part 2 also limit the use of the result:

- **Stress state.** The identity concerns hydrostatic pressure. A film held by its substrate carries different stresses in and normal to its plane, and needs the corresponding relation between elastic constants.
- **Coexisting phases.** While two phases of a pure substance coexist, the pressure at fixed temperature does not change with volume. Then $K_T=0$, $\alpha$ is not finite, and the ratio has no meaning. The adiabatic modulus of the equilibrium mixture stays finite: the chain rule of part 5 gives $K_S=TV(dP/dT)^2/C_V$, with $dP/dT$ the slope of the coexistence line and $C_V$ that of the mixture.
- **Slow internal changes.** If defects or atomic order can adjust during the loading, $K_S$, $K_T$, $\alpha$, $\gamma$ and $C_V$ must all be taken with these changes completed, or all with them frozen. Mixing the two kinds of data breaks the identity.
- **Irreversible deformation.** Plastic flow produces entropy, so a thermally insulated body no longer follows a path of constant $S$.

## Computed values

```
cold bulk modulus at V0: 100.0 GPa
reference volume V0: 20.0 angstrom^3 per atom
modes per atom: 1, quantum 15.0 meV, mode gamma -1.0
modes per atom: 2, quantum 50.0 meV, mode gamma +2.0
--- state: T = 60 K, P = 0 GPa
volume per atom: 20.1450 angstrom^3
K_T: 100.8920 GPa
K_S: 100.9105 GPa
alpha: -3.3079 1e-6/K
gamma: -0.92491 (no unit)
C_V: 0.52649 k_B, C_P: 0.52659 k_B
K_S/K_T - 1 from adiabat: 1.835682e-04 (no unit)
alpha*gamma*T: 1.835682e-04 (no unit)
adiabatic dT/dP: -0.5499 K/GPa
--- state: T = 300 K, P = 0 GPa
volume per atom: 20.1710 angstrom^3
K_T: 100.0484 GPa
K_S: 100.3860 GPa
alpha: 13.7721 1e-6/K
gamma: 0.81683 (no unit)
C_V: 2.46444 k_B, C_P: 2.47275 k_B
K_S/K_T - 1 from adiabat: 3.374848e-03 (no unit)
alpha*gamma*T: 3.374848e-03 (no unit)
adiabatic dT/dP: 2.4411 K/GPa
--- state: T = 600 K, P = 0 GPa
volume per atom: 20.2739 angstrom^3
K_T: 99.1237 GPa
K_S: 100.1874 GPa
alpha: 18.7184 1e-6/K
gamma: 0.95548 (no unit)
C_V: 2.85153 k_B, C_P: 2.88213 k_B
K_S/K_T - 1 from adiabat: 1.073108e-02 (no unit)
alpha*gamma*T: 1.073108e-02 (no unit)
adiabatic dT/dP: 5.7222 K/GPa
--- state: T = 300 K, P = 5 GPa
volume per atom: 19.2330 angstrom^3
K_T: 110.0966 GPa
K_S: 110.4023 GPa
alpha: 11.9872 1e-6/K
gamma: 0.77217 (no unit)
C_V: 2.38092 k_B, C_P: 2.38753 k_B
K_S/K_T - 1 from adiabat: 2.776855e-03 (no unit)
alpha*gamma*T: 2.776855e-03 (no unit)
adiabatic dT/dP: 2.0982 K/GPa
--- further results at P = 0 GPa
temperature where alpha = 0: 123.252 K
K_T there: 100.7789 GPa
K_S there: 100.7789 GPa
plain mean of mode gammas: 1.0000 (no unit)
300 K excess with plain mean: 4.131616e-03 (no unit)
300 K excess with linear alpha: 1.124949e-03 (no unit)
largest relative mismatch of identity: 7.7e-16 (no unit)
```
